# Elliott Absorption and the Finite Edge of a Direct Gap

Atomic units are used in the algebra: $\hbar=e=m_e=1$, and the speed of light is $c\approx137.04$. A crystal of volume $V$ has a filled valence band and an empty conduction band, both isotropic and parabolic, with a direct gap $E_g$ at $\mathbf k=0$ and twofold spin degeneracy. The electron and hole masses $m_e^*$ and $m_h^*$ give the reduced mass $\mu$ through $1/\mu=1/m_e^*+1/m_h^*$. An electron and a hole at distance $r$ attract through $-1/(\varepsilon r)$, with a constant $\varepsilon$. The natural units of energy and length are the exciton Rydberg and radius,

$$R=\frac{\mu}{2\varepsilon^2},\qquad a=\frac{\varepsilon}{\mu},\qquad R=\frac{1}{2\mu a^2}.$$

The photon energy is $\omega$, and $E=\omega-E_g$ is measured from the gap. The interband momentum element $M$ along the field is taken as nonzero and independent of $\mathbf k$, which is the dipole-allowed case. Electron–hole exchange, phonons, lifetime broadening and the photon momentum are left out.

Absorption is defined by the power taken from a uniform field. Let the perturbation be $a_0\cos(\omega t)\,P$, where $P$ is the total electron momentum along the field and $a_0$ is the vector potential amplitude divided by $c$. The electric field is minus the time derivative of the latter, so its amplitude is $E_0=\omega a_0$. The part of the cosine that raises the energy has amplitude $a_0/2$, and the golden rule gives the transition rate

$$W=2\pi\frac{a_0^2}{4}\sum_\lambda|\langle\lambda|P|0\rangle|^2\,\delta(\omega-E_\lambda),$$

with $E_\lambda$ the excitation energy of state $\lambda$. The absorbed power per volume is $\omega W/V$. In the macroscopic description the polarization is $(\epsilon(\omega)-1)/4\pi$ times the field, and its time derivative is the current. The mean of current times field is therefore $\tfrac12E_0^2\,\mathrm{Re}[-i\omega(\epsilon-1)/4\pi]=\omega\,\mathrm{Im}\,\epsilon\,E_0^2/8\pi$. Equating the two powers and inserting $E_0^2=\omega^2a_0^2$ gives

$$\mathrm{Im}\,\epsilon(\omega)=\frac{4\pi^2}{\omega^2V}\sum_\lambda|\langle\lambda|P|0\rangle|^2\,\delta(\omega-E_\lambda).$$

A wave in a medium of refractive index $n_r$ carries the intensity $n_rcE_0^2/8\pi$. Absorbed power per volume divided by intensity is the absorption coefficient, $\alpha=\omega\,\mathrm{Im}\,\epsilon/(n_rc)$.

Since the photon momentum is neglected, light creates vertical pairs: an electron is moved from valence state $\mathbf k$ to conduction state $\mathbf k$ with its spin unchanged. Such a pair has energy $E_g+k^2/2\mu$ and matrix element $M$ with the ground state. For one spin, write an excited state as $\sum_{\mathbf k}A(\mathbf k)|\mathbf k\rangle$ with $\sum|A|^2=1$. The attraction scatters a pair from $\mathbf k'$ to $\mathbf k$ with the Fourier component of $-1/(\varepsilon r)$, if the cell-periodic parts of the Bloch functions hardly change over the relevant $\mathbf k$. The amplitudes then obey the Wannier equation

$$\frac{k^2}{2\mu}A(\mathbf k)-\frac1V\sum_{\mathbf k'}\frac{4\pi}{\varepsilon|\mathbf k-\mathbf k'|^2}A(\mathbf k')=E\,A(\mathbf k).$$

Define the envelope $\phi(\mathbf r)=V^{-1/2}\sum_{\mathbf k}A(\mathbf k)e^{i\mathbf k\cdot\mathbf r}$, which is normalized in $V$. Multiplying the equation by $V^{-1/2}e^{i\mathbf k\cdot\mathbf r}$ and summing turns $k^2$ into $-\nabla^2$. In the second term, setting $\mathbf q=\mathbf k-\mathbf k'$ separates the double sum into the potential at $\mathbf r$ times $\phi(\mathbf r)$. Hence

$$\left[-\frac{\nabla^2}{2\mu}-\frac{1}{\varepsilon r}\right]\phi(\mathbf r)=E\,\phi(\mathbf r).$$

The optical matrix element is $M\sum_{\mathbf k}A^*(\mathbf k)=M\sqrt V\,\phi^*(0)$. Light creates the electron and hole at the same place, on the scale of the envelope, so the strength is set by the probability of finding them in contact. Without exchange the two spins contribute independently and equally, which gives a factor 2:

$$\mathrm{Im}\,\epsilon=\frac{8\pi^2M^2}{\omega^2}\rho(E),\qquad \rho(E)=\sum_\lambda|\phi_\lambda(0)|^2\delta(E-E_\lambda).$$

In $\rho$ the $E_\lambda$ are counted from the gap. An envelope of angular momentum $l$ behaves as $r^l$ near the origin, so only $s$ states contribute. For these $\phi=u(r)/(\sqrt{4\pi}\,r)$ with $u(0)=0$ and $\int u^2dr=1$, and therefore $|\phi(0)|^2=u'(0)^2/4\pi$. Multiplying the wave equation by $-2\mu$ gives

$$u''+\left(k^2+\frac{2}{ar}\right)u=0,\qquad k^2=2\mu E.$$

For free pairs the term $2/(ar)$ is absent. In a sphere of large radius $L$ the states are $u=\sqrt{2/L}\,\sin kr$ with $kL=n\pi$, so that $u'(0)^2=2k^2/L$ and there are $L/\pi$ states per unit $k$. The radius cancels:

$$\rho_0(E)=\int_0^\infty dk\,\frac L\pi\,\frac{2k^2}{4\pi L}\,\delta\!\left(E-\frac{k^2}{2\mu}\right)=\int_0^\infty dk\,\frac{k^2}{2\pi^2}\,\delta\!\left(E-\frac{k^2}{2\mu}\right).$$

With $dk=(\mu/k)\,dE$ the result is $\mu k/2\pi^2$, or

$$\rho_0(E)=\frac{(2\mu)^{3/2}\sqrt E}{4\pi^2}\qquad(E>0).$$

The free absorption vanishes at the edge because the number of states there vanishes, although each pair state has the same matrix element.

With the attraction there are bound states. Their contact density follows from the energies if the angular momentum term $-l(l+1)u/r^2$ is kept for a moment. Put $k^2=-\kappa^2$ and $u=e^{-\kappa r}\sum_jc_jr^{j+l+1}$. Collecting equal powers of $r$ gives

$$(j+1)(j+2l+2)\,c_{j+1}=2\left[\kappa(j+l+1)-\frac1a\right]c_j.$$

If the series does not end, $c_{j+1}/c_j\to2\kappa/j$ and $u$ grows as $e^{\kappa r}$. It must end at some $j=N$, so $\kappa=1/(an)$ with $n=N+l+1$, and

$$E_n=-\frac{\kappa^2}{2\mu}=-\frac{R}{n^2}.$$

Treat $l$ as a continuous parameter at fixed $N$. The derivative of the energy, $2R/n^3$, equals the expectation value of the derivative of the Hamiltonian, $(2l+1)\langle r^{-2}\rangle/2\mu$. At $l=0$ this yields $\langle r^{-2}\rangle=4\mu R/n^3=2/(a^2n^3)$. Next multiply the $s$-wave equation by $2u'$, which gives $(u'^2)'+(2/(ar)-\kappa^2)(u^2)'=0$, and integrate from zero to infinity. The $\kappa^2$ term vanishes because $u$ is zero at both ends. Integrating the Coulomb term by parts leaves

$$u'(0)^2=\frac2a\left\langle\frac1{r^2}\right\rangle=\frac{4}{a^3n^3},\qquad|\phi_n(0)|^2=\frac{1}{\pi a^3n^3}.$$

For the continuum, let $\eta=1/(ka)=\sqrt{R/E}$, so that $2/(ar)=2k\eta/r$. The regular solution is scaled first to $u\approx r$ at the origin. Its amplitude far away then fixes the normalization. Substituting $u=re^{ikr}F(r)$ gives

$$rF''+(2+2ikr)F'+2k(i+\eta)F=0.$$

A solution is

$$F=C\int_0^1dt\,e^{-2ikrt}g(t),\qquad g(t)=\left(\frac{1-t}{t}\right)^{i\eta}.$$

To verify it, insert the integral. Each derivative of $F$ brings down $-2ikt$, and the integrand becomes $e^{-2ikrt}g$ times

$$4k^2r\,t(1-t)+2ik(1-2t)+2k\eta.$$

Because $g'/g=-i\eta/[t(1-t)]$, this integrand is $2ik\,\frac{d}{dt}[t(1-t)g\,e^{-2ikrt}]$. Its integral is zero, since the bracket vanishes at both ends. The condition $F(0)=1$ fixes $C$ through the beta integral and the reflection formula of the gamma function:

$$\frac1C=\int_0^1t^{-i\eta}(1-t)^{i\eta}dt=\Gamma(1-i\eta)\Gamma(1+i\eta)=\frac{\pi\eta}{\sinh\pi\eta}.$$

At large $r$ the exponential oscillates rapidly in $t$, and the leading terms come from the two ends of the interval. Replacing $t$ by $1-t$ turns $e^{ikr(1-2t)}g(t)$ into its complex conjugate. So $u$ is real and the two ends give conjugate terms. The end $t=0$ gives

$$\int_0^\infty t^{-i\eta}e^{-2ikrt}dt=\Gamma(1-i\eta)\,(2ikr)^{-1+i\eta},$$

understood with a vanishing damping factor. Since $i=e^{i\pi/2}$, the modulus of $i^{-1+i\eta}$ is $e^{-\pi\eta/2}$. Also $|\Gamma(1-i\eta)|^2=\pi\eta/\sinh\pi\eta$. Two conjugate terms add to twice the modulus times a cosine, so the far amplitude of $u$ is

$$2rC\,\frac{|\Gamma(1-i\eta)|\,e^{-\pi\eta/2}}{2kr}=\frac1k\,e^{-\pi\eta/2}\sqrt{\frac{\sinh\pi\eta}{\pi\eta}}.$$

A free wave with unit slope at the origin, $\sin(kr)/k$, has amplitude $1/k$. When both are rescaled to the same far amplitude, the contact density of the Coulomb wave exceeds the free one by the inverse square of the remaining factor. This is the Sommerfeld factor

$$S=e^{\pi\eta}\frac{\pi\eta}{\sinh\pi\eta}=\frac{2\pi\eta}{1-e^{-2\pi\eta}}.$$

The count of states needs one check, because the factor $(2kr)^{i\eta}$ adds a logarithm to the phase. The condition in the large sphere is $kL+\eta\ln(2kL)+\delta(k)=n\pi$, with $\delta$ independent of $L$. Hence $dn/dk=L/\pi$ plus terms growing no faster than $\ln L$, which are negligible beside $L$ at fixed $k>0$. The corrections to the normalization are likewise at most of relative order $\ln L/L$. Thus $k^2$ in the free integral is replaced by $k^2S$, and the Elliott formula follows:

$$\mathrm{Im}\,\epsilon=\frac{8\pi^2M^2}{\omega^2}\left[\sum_{n=1}^\infty\frac{\delta(E+R/n^2)}{\pi a^3n^3}+\theta(E)\frac{(2\mu)^{3/2}\sqrt E\,S(E)}{4\pi^2}\right].$$

As $E\to0^+$, $\eta$ grows without limit and the exponential in $S$ disappears. The factor $\sqrt E$ from the number of states is cancelled by $\eta\propto1/\sqrt E$:

$$\sqrt E\,S=\frac{2\pi\sqrt R}{1-e^{-2\pi\sqrt{R/E}}}\;\longrightarrow\;2\pi\sqrt R,$$

$$\mathrm{Im}\,\epsilon(E_g^+)=\frac{4\pi M^2(2\mu)^{3/2}\sqrt R}{E_g^2}.$$

This is the sense in which the absorption is finite at the edge: it is a limit from above. Below the edge the model has sharp lines that crowd together, with no pointwise limit, but their local average has one. The spacing of neighbouring lines for large $n$ is $dE_n/dn=2R/n^3$, and weight divided by spacing is

$$\frac{1/(\pi a^3n^3)}{2R/n^3}=\frac{1}{2\pi a^3R}.$$

From above, $\rho(0^+)=(2\mu)^{3/2}\sqrt R/2\pi$. With $2\mu=1/(Ra^2)$ this is the same number, so the averaged spectrum passes continuously from lines to continuum. At $n=10$, with the spacing measured between $n\pm\tfrac12$, the ratio of the two sides is already 0.995.

Far above the edge $\eta$ is small. Expanding $x/(1-e^{-x})=1+x/2+x^2/12+\dots$ with $x=2\pi\eta$ gives

$$\sqrt E\,(S-1)=\pi\sqrt R+\frac{\pi^2R}{3\sqrt E}+\dots$$

The relative enhancement dies out, but the excess of $\sqrt E\,S$ over the free $\sqrt E$ does not. It tends to half the edge value. A fit of the free square root to data well above the gap would therefore misplace the gap or the strength, even where $S$ is near one. Integration of the radial equation at $E=900R$ gives an excess of $3.251\sqrt R$, in agreement with $\pi+\pi^2/90$.

Attraction alone is not sufficient for the finite edge; its long range matters. Suppose the potential is negligible beyond some distance. At $k=0$ the solution with unit slope at the origin becomes a straight line $b_0+b_1r$ outside. For small $k$ it continues as $b_0\cos kr+(b_1/k)\sin kr$, whose amplitude tends to $|b_1|/k$ if $b_1\neq0$. Comparison with $1/k$ gives $S\to1/b_1^2$, a finite number, and $\sqrt E\,S$ again vanishes as $\sqrt E$. The exception is $b_1=0$, a potential just on the point of binding a further $s$ state, where $S\to1/(kb_0)^2$ and $\sqrt E\,S$ diverges.

A screened attraction $-e^{-r/\ell}/(\varepsilon r)$ with $\ell=2a$ shows the general case. Numerical integration gives $S=31.06$ and $31.03$ at $\sqrt{E/R}=0.005$ and $0.010$. At these very small energies the enhancement is large but nearly constant, and doubling $\sqrt E$ multiplies $\sqrt E\,S$ by 1.998. For the bare Coulomb potential the corresponding ratio tends to one. Within this static picture, and leaving aside the band states they fill, free carriers that screen the attraction make the edge absorption vanish in the strict limit $E\to0$, except at the particular screening lengths where $b_1=0$. For $\ell=2a$ the suppression is confined to a fraction of a Rydberg: at $E=0.25R$ the product $\sqrt E\,S$ is already 98% of $2\pi\sqrt R$.

For a repulsive potential of the same strength the derivation holds with $\eta\to-\eta$, and

$$S=\frac{2\pi|\eta|}{e^{2\pi|\eta|}-1}.$$

The edge is then suppressed exponentially. At $E=R$ the factor is 0.0118, against 6.295 for attraction.

For a worked example take round model parameters: $E_g=1.5$ eV, $\mu=0.06$, $\varepsilon=12$, $n_r=3.5$ and $2M^2=10$ eV. The exciton scales are

$$R=\frac{0.06}{2\times144}=2.083\times10^{-4}\ \text{hartree}=0.005669\ \text{eV},$$

$$a=\frac{12}{0.06}=200\ \text{bohr}=105.8\ \text{Å}.$$

With 27.211 eV to the hartree, $M^2=0.1837$ and $E_g=0.05512$ in atomic units. The edge value is

$$\mathrm{Im}\,\epsilon(E_g^+)=\frac{4\pi(0.1837)(0.12)^{3/2}\sqrt{2.083\times10^{-4}}}{(0.05512)^2}=0.456,$$

and the absorption coefficient is

$$\alpha(E_g^+)=\frac{0.05512\times0.456}{3.5\times137.04}=5.24\times10^{-5}\ \text{bohr}^{-1}=9.90\times10^{-5}\ \text{Å}^{-1},$$

or about $9900\ \text{cm}^{-1}$. The continuum above it compares with free pairs as follows, with $\alpha$ in $10^{-5}\ \text{Å}^{-1}$:

| $E/R$ | $S$ | free $\alpha$ | Coulomb $\alpha$ |
|---:|---:|---:|---:|
| 0.01 | 62.83 | 0.158 | 9.90 |
| 0.1 | 19.87 | 0.498 | 9.90 |
| 1 | 6.295 | 1.57 | 9.88 |
| 10 | 2.303 | 4.80 | 11.06 |
| 40 | 1.578 | 8.66 | 13.66 |

The Coulomb column is almost flat over the first Rydberg. The correction to $\sqrt E\,S$ is exponentially small near the edge and reaches only 0.19% at $E=R$. The slight fall of $\alpha$ there comes from its prefactor $1/\omega$, which drops by 0.38% between the edge and $E=R$ and outweighs that rise. The free $\sqrt E$ reaches the edge value $2\pi\sqrt R$ at $E=4\pi^2R=0.224$ eV, about forty Rydbergs up. A binding energy of a few thousandths of an eV thus changes the absorption over a range of tenths of an eV. At such energies real bands may no longer be parabolic, nor $M$ constant, so the last row belongs to the model more than to a material.

The lowest line lies at 1.4943 eV. Its integrated absorption follows from the edge value, because its weight $1/(\pi a^3)$ is $2R$ times $\rho(0^+)$:

$$\int\alpha\,dE=9.90\times10^{-5}\times2(0.005669)\times\frac{1.5}{1.4943}=1.13\times10^{-6}\ \text{eV/Å}.$$

The last factor corrects $1/\omega$. The second line, at 1.4986 eV, has $1.40\times10^{-7}$ eV/Å, close to one eighth of the first, as $1/n^3$ requires.

A finite linewidth joins the lines to the continuum. With a Gaussian of standard deviation $0.1R$, or 0.00057 eV, and with $\omega$ in the prefactor held at the gap, the formula gives $9.84\times10^{-5}\ \text{Å}^{-1}$ at the edge. Diagonalizing the pair Hamiltonian on a radial grid in a large sphere gives $9.85\times10^{-5}$. Over the tested energies below, at and above the edge, the broadened spectra differ by at most 0.17% of the formula value. At this linewidth the smoothed edge lies slightly below the sharp limit $9.90\times10^{-5}$; at other small widths it can lie slightly above, by 2% at $0.17R$. This closeness holds only for widths up to about $0.2R$: the smoothed edge is 14% above the limit at a width of $R$ and 29% below it at $5R$. The continuum supplies at least half of that limit, since $\sqrt E\,S$ is never below $2\pi\sqrt R$, so at the width $0.1R$ the discrete lines supply slightly less than half. Free pairs with the same broadening give $0.205\times10^{-5}$, which is due to the broadening alone.

The formula needs $a$ to be much larger than the lattice spacing and $R$ much smaller than $E_g$, so that an envelope built from band-edge states describes the pair. A constant $\varepsilon$ is a further approximation: if the lattice follows the relative motion of the pair only in part, the attraction is no longer a single static $1/(\varepsilon r)$. If $M$ vanishes at $\mathbf k=0$ and grows linearly with $\mathbf k$, the contact rule itself fails, because the sum over $A(\mathbf k)$ is then weighted by $\mathbf k$ and the gradient of the envelope takes the place of its value at the origin. The main values quoted here are collected in the numerical output.

## Numbers as computed

```
gap = 1.500 eV
reduced mass = 0.060 electron masses
static dielectric constant = 12.0
refractive index = 3.50
momentum-element energy 2M^2 = 10.00 eV
exciton Rydberg R = 0.005669 eV
exciton radius a = 105.84 angstrom
line n=1: photon energy 1.494331 eV, integrated absorption 1.127e-06 eV/angstrom
line n=2: photon energy 1.498583 eV, integrated absorption 1.405e-07 eV/angstrom
line n=3: photon energy 1.499370 eV, integrated absorption 4.160e-08 eV/angstrom
edge Im eps, Coulomb = 0.45593
edge absorption, Coulomb = 9.9023e-05 1/angstrom
edge absorption, Coulomb = 9902 1/cm
E/R, E (eV), S, free and Coulomb absorption (1/angstrom):
   0.01 0.000057  62.8319 1.5759e-06 9.9019e-05
   0.10 0.000567  19.8692 4.9819e-06 9.8986e-05
   1.00 0.005669   6.2949 1.5701e-05 9.8835e-05
  10.00 0.056690   2.3027 4.8023e-05 1.1058e-04
  40.00 0.226762   1.5777 8.6585e-05 1.3660e-04
free reduced spectrum reaches edge value at E = 0.2238 eV
flatness: sqrt(E)S at E=R over edge limit = 1.001871
radial equation: sqrt(E/R) S at E=0.01R = 6.283183
limit 2 pi = 6.283185
largest relative error of S, radial equation = 4.2e-07
repulsion: S at E=R, radial equation = 0.011755
excess sqrt(E/R)(S-1) at E=900R = 3.2512
screening length in test = 2.0 a
screened S at sqrt(E/R)=0.005 and 0.010 = 31.060, 31.034
screened sqrt(E)S ratio on doubling sqrt(E) = 1.9983
line n=10 averaged over spacing / continuum edge = 0.99501
Gaussian standard deviation = 0.000567 eV
broadened absorption at edge, omega = gap (1/angstrom):
  Coulomb: diagonalization 9.8519e-05, formula 9.8356e-05
  free: diagonalization 2.0487e-06, formula 2.0488e-06
largest relative error, broadened spectrum = 1.7e-03
```
